# Zero Mode and Shape Mode of a Quartic Ising Wall

## Oscillations of a uniform domain

Consider first a uniaxial ferroelectric that contains no wall. Its polarization $P$ points along $z$ and may vary only along $x$, so the divergence of the polarization vanishes and no depolarizing field arises. In the mean-field model used here, the energy per unit area normal to $x$ is

$$F=\int dx\left[\frac g2 P_x^2-\frac\alpha2P^2+\frac\beta4P^4\right],\qquad g,\alpha,\beta>0. \tag{1}$$

Subscripts $x$ and $t$ denote derivatives. Elastic coupling, electromagnetic retardation, thermal noise and, for the present, damping are neglected. With an inertia coefficient $\mu>0$ the equation of motion is $\mu P_{tt}=-\delta F/\delta P$. Varying (1) and integrating the gradient term by parts gives

$$\mu P_{tt}=gP_{xx}+\alpha P-\beta P^3. \tag{2}$$

A uniform static state with $P\neq0$ requires $P^2=P_s^2=\alpha/\beta$. Put $P=P_s+\eta$ with $|\eta|\ll P_s$. The terms without $\eta$ cancel, and the linear part of $\alpha P-\beta P^3$ is $(\alpha-3\beta P_s^2)\eta=-2\alpha\eta$. Hence

$$\mu\eta_{tt}=g\eta_{xx}-2\alpha\eta,\qquad \omega^2(q)=\frac{2\alpha+gq^2}{\mu} \tag{3}$$

for a wave of wavenumber $q$. The lowest squared frequency of the domain is $\omega_b^2=2\alpha/\mu$. The corresponding stiffness $2\alpha$ is called the bulk gap. A wall changes the restoring force locally, and this can bind oscillations below the gap.

## The static wall

Let $P_0(x)$ be a static solution that runs from $-P_s$ at $x\to-\infty$ to $+P_s$ at $x\to+\infty$. By (2),

$$gP_0''=-\alpha P_0+\beta P_0^3. \tag{4}$$

Multiply by $P_0'$ and integrate once:

$$\frac g2P_0'^2=-\frac\alpha2P_0^2+\frac\beta4P_0^4+C.$$

Far from the wall $P_0'=0$ and $P_0^2=P_s^2$, so $C=\alpha P_s^2/2-\beta P_s^4/4=\beta P_s^4/4$, where $\alpha=\beta P_s^2$ was used. The right side is then a perfect square:

$$\frac g2P_0'^2=\frac\beta4\left(P_s^2-P_0^2\right)^2. \tag{5}$$

The rising wall takes the positive root. With $P_0=P_su$ this reads

$$u'=P_s\sqrt{\frac{\beta}{2g}}\,(1-u^2)=\frac{1-u^2}{w},\qquad w=\sqrt{\frac{2g}{\alpha}}. \tag{6}$$

Since $\int du/(1-u^2)=\operatorname{artanh}u$, the solution is

$$P_0(x)=P_s\tanh\frac{x-X}{w}. \tag{7}$$

The integration constant $X$ is the wall position. The energy does not depend on it, because (1) contains no explicit $x$. Below, $X=0$ for the unperturbed wall.

## Linearization

Write $P=P_0(x)+\phi(x)\cos\omega t$ with $|\phi|\ll P_s$. The static terms cancel by (4), and the linear part of $-\beta P^3$ is $-3\beta P_0^2\phi\cos\omega t$. Therefore

$$L\phi=\mu\omega^2\phi,\qquad L=-g\frac{d^2}{dx^2}-\alpha+3\beta P_0^2. \tag{8}$$

The same operator gives the energy of a small static deformation, $F[P_0+\phi]-F[P_0]=\tfrac12\int\phi L\phi\,dx+O(\phi^3)$. An eigenvalue of $L$ is thus a stiffness, and a negative one would mean an unstable wall.

Introduce $\xi=x/w$ and the abbreviations $T=\tanh\xi$ and $S=\operatorname{sech}\xi$, for which

$$T^2+S^2=1,\qquad \frac{dT}{d\xi}=S^2,\qquad \frac{dS}{d\xi}=-ST. \tag{9}$$

From (6), $g/w^2=\alpha/2$, and from (7), $3\beta P_0^2=3\alpha T^2$. Thus

$$L=\frac\alpha2H,\qquad H=-\frac{d^2}{d\xi^2}-2+6T^2=-\frac{d^2}{d\xi^2}+4-6S^2. \tag{10}$$

The constant 4 is the bulk gap in scaled units, since $(\alpha/2)\cdot4=2\alpha$. The well $-6S^2$ arises because the local curvature of the quartic energy falls from $2\alpha$ in the domains to $-\alpha$ at $P=0$.

## The translational zero mode

Differentiate (4) with respect to $x$:

$$gP_0'''=-\alpha P_0'+3\beta P_0^2P_0'\quad\Longrightarrow\quad LP_0'=0. \tag{11}$$

Since $P_0'=(P_s/w)S^2$ decays on both sides, it is a genuine bound state with $\omega=0$. Its meaning follows from a small displacement of the wall,

$$P_0(x-X)=P_0(x)-XP_0'(x)+O(X^2). \tag{12}$$

The mode moves the wall rigidly, and its stiffness vanishes because the energy is independent of $X$.

A zero stiffness does not mean a zero inertia. Add a weak uniform field $E$ along $z$, which contributes $+E$ to the right side of (2). Insert $\delta P=-X(t)P_0'+\dots$, where the dots are orthogonal to $P_0'$, multiply the linearized equation by $P_0'$ and integrate. The term with $L$ drops out because $L$ is symmetric and $LP_0'=0$. What remains is

$$-\mu X_{tt}\int P_0'^2dx=E\int P_0'\,dx=2P_sE. \tag{13}$$

With $\int S^4d\xi=\int_{-1}^1(1-T^2)\,dT=4/3$, the wall has the mass per area $m=\mu\int P_0'^2dx=4\mu P_s^2/(3w)$ and obeys $mX_{tt}=-2P_sE$. The sign is as expected: a positive field enlarges the positive domain on the right by moving the wall to the left. Here $X$ is defined by the projection on $P_0'$. The field also polarizes the domains, so the point where $P$ crosses zero need not follow $X$ just after the field is switched on. Without a field, $X$ is constant or grows linearly in time. The linear description holds while $|X|\ll w$.

## Factorization and the shape mode

Define two first-order operators and their adjoints, which follow from integration by parts:

$$A=\frac{d}{d\xi}+2T,\quad A^\dagger=-\frac{d}{d\xi}+2T,\quad B=\frac{d}{d\xi}+T,\quad B^\dagger=-\frac{d}{d\xi}+T. \tag{14}$$

Acting on any smooth $f$,

$$A^\dagger Af=-f''-2S^2f-2Tf'+2Tf'+4T^2f=-f''+(4-6S^2)f=Hf. \tag{15}$$

Here and below, primes on functions of $\xi$ denote $d/d\xi$. It follows that $\int fHf\,d\xi=\int(Af)^2d\xi\ge0$ for real localized $f$. No eigenvalue is negative, and the wall is stable within this one-dimensional model. A zero eigenvalue requires $Af=0$, or $f'/f=-2T$, whose solution is $f\propto S^2$. The zero mode is therefore unique.

In the opposite order the derivative of $2T$ enters with the other sign:

$$AA^\dagger f=-f''+2S^2f+4T^2f=-f''+(4-2S^2)f. \tag{16}$$

The well has become shallower. In the same way,

$$B^\dagger Bf=-f''+(T^2-S^2)f=-f''+(1-2S^2)f,$$

$$BB^\dagger f=-f''+(T^2+S^2)f=-f''+f. \tag{17}$$

Comparison with (16) gives

$$AA^\dagger=B^\dagger B+3. \tag{18}$$

Let $\phi$ be a bound state of $H$ with eigenvalue $\lambda>0$. Applying $A$ to $A^\dagger A\phi=\lambda\phi$ gives $AA^\dagger(A\phi)=\lambda(A\phi)$. The function $A\phi$ is not zero, because $\int(A\phi)^2d\xi=\lambda\int\phi^2d\xi$. By (18), $A\phi$ is a bound state of $B^\dagger B$ with eigenvalue $\lambda-3\ge0$.

Suppose $\lambda-3>0$. The same argument with $B$ in place of $A$ would make $BA\phi$ a bound state of $BB^\dagger=-d^2/d\xi^2+1$. That operator has constant coefficients; its eigenfunctions are exponentials, sinusoids or linear functions, and none is normalizable. Hence $\lambda=3$ is the one remaining possibility.

At $\lambda=3$ the function $A\phi$ must satisfy $B(A\phi)=0$. The equation $f'=-Tf$ has the solution $f\propto S$, which is normalizable, so the level exists. The corresponding state of $H$ follows by applying $A^\dagger$:

$$\phi_1\propto A^\dagger S=ST+2TS=3ST. \tag{19}$$

A direct substitution confirms it. From (9), $(ST)'=S^3-ST^2=2S^3-S$ and $(ST)''=-6S^3T+ST$, so

$$H(ST)=6S^3T-ST+4ST-6S^3T=3ST. \tag{20}$$

Restoring units with $L=(\alpha/2)H$, the shape mode has stiffness $3\alpha/2$ and

$$\omega_s^2=\frac{3\alpha}{2\mu}=\frac34\,\omega_b^2,\qquad \phi_1(x)\propto\operatorname{sech}\frac xw\tanh\frac xw. \tag{21}$$

The factor three quarters applies to squared frequencies. The frequencies themselves have the ratio $\omega_s/\omega_b=\sqrt3/2$.

The two modes differ in parity and in range. Where $S^2$ is negligible, a bound state of eigenvalue $\lambda$ decays as $e^{-\sqrt{4-\lambda}\,|\xi|}$. This is $e^{-2|\xi|}$ for the zero mode and $e^{-|\xi|}$ for the shape mode, which therefore reaches twice as far into the domains. Because $\phi_1$ is odd, $\int\phi_1dx=0$, and a uniform field does not drive it at linear order about the wall at rest.

## The continuum

The factorization also turns plane waves of the free operator into scattering states of $H$. Since $B^\dagger e^{ik\xi}=(T-ik)e^{ik\xi}$,

$$\begin{aligned}\psi_k&=A^\dagger\left[(T-ik)e^{ik\xi}\right]\\&=\left[-S^2-ik(T-ik)+2T(T-ik)\right]e^{ik\xi}\\&=\left(3T^2-1-k^2-3ikT\right)e^{ik\xi}.\end{aligned} \tag{22}$$

The free operator gives $1+k^2$, and (18) adds 3, so $H\psi_k=(4+k^2)\psi_k$. The continuum starts at the bulk gap. At $k=0$ the solution $3T^2-1$ tends to 2 on both sides: it is bounded but not normalizable, and does not count as a third localized mode.

For $\xi\to\pm\infty$ the prefactor in (22) tends to $2-k^2\mp3ik$. No wave $e^{-ik\xi}$ appears on either side, so the wall does not reflect. The transmission amplitude is the ratio of the two prefactors,

$$t(k)=\frac{2-k^2-3ik}{2-k^2+3ik},\qquad |t|=1. \tag{23}$$

For $k=1$ this is $(1-3i)/(1+3i)=(1-3i)^2/10=-0.8-0.6i$. Direct integration of the wave equation gives the same amplitude and a reflection probability that is zero to numerical accuracy.

## How far the shape mode is a change of width

Changing $w$ in $P_s\tanh(x/w)$ by $\delta w$ produces

$$\delta P=-P_s\frac{\delta w}{w}\,\xi S^2. \tag{24}$$

The function $\chi=\xi S^2$ is odd, like $\phi_1$, but it is not an eigenfunction. Applying $H$ and using $HS^2=0$,

$$H\chi=\xi HS^2-2(S^2)'=4S^2T. \tag{25}$$

The resemblance can be measured by three integrals over the whole line. First, $(S^3)'=-3S^3T$ gives $\int\xi S^3T\,d\xi=\tfrac13\int S^3d\xi$. Integrating $(ST)'=2S^3-S$ gives $\int S^3d\xi=\tfrac12\int S\,d\xi=\pi/2$, so the overlap integral is $\pi/6$. Second, $\int S^2T^2d\xi=\int_{-1}^1T^2dT=2/3$.

Third, for the norm of $\chi$, an antiderivative of $S^4$ that vanishes at $+\infty$ is $T-T^3/3-2/3=-\tfrac23(1-T)+\tfrac13TS^2$. Integration by parts on the half line yields

$$\int\chi^2d\xi=\frac83\int_0^\infty\xi(1-T)\,d\xi-\frac43\int_0^\infty\xi TS^2d\xi. \tag{26}$$

Expanding $1-T=2\sum_{n\ge1}(-1)^{n+1}e^{-2n\xi}$ makes the first integral $\tfrac12\sum(-1)^{n+1}/n^2=\pi^2/24$. With $TS^2=-\tfrac12(S^2)'$ the second is $\tfrac12\int_0^\infty S^2d\xi=\tfrac12$. The norm is $\pi^2/9-2/3=(\pi^2-6)/9$, and the squared normalized overlap is

$$\frac{(\pi/6)^2}{\frac{\pi^2-6}{9}\cdot\frac23}=\frac{3\pi^2}{8(\pi^2-6)}=0.956. \tag{27}$$

By (25), $\int\chi H\chi\,d\xi=4\int\xi S^4T\,d\xi=\int S^4d\xi=4/3$. Restricting the motion to a variable width therefore gives the scaled squared frequency

$$\frac{4/3}{(\pi^2-6)/9}=\frac{12}{\pi^2-6}=3.101, \tag{28}$$

which is 3.4% above the eigenvalue 3. It must lie above, because 3 is the lowest eigenvalue among odd functions. "Breathing of the wall width" is thus a good picture of the shape mode, but not an identity: the true mode has the longer tail $e^{-|\xi|}$, whereas $\chi$ falls as $|\xi|e^{-2|\xi|}$.

## A numerical case

Take round model parameters, not assigned to any material: $\alpha=4\times10^8$ J m/C², $\beta=1.6\times10^9$ J m⁵/C⁴, $g=2\times10^{-10}$ J m³/C² and $\mu=10^{-18}$ J s² m/C². Then

$$P_s=\sqrt{\frac{4\times10^8}{1.6\times10^9}}=0.50\ \text{C/m}^2,\qquad w=\sqrt{\frac{4\times10^{-10}}{4\times10^8}}=1.0\ \text{nm}.$$

The bulk stiffness is $2\alpha=8\times10^8$ J m/C² and that of the shape mode is $3\alpha/2=6\times10^8$ J m/C². The ordinary frequencies $\nu=\omega/2\pi$ are

$$\nu_b=\frac1{2\pi}\sqrt{\frac{8\times10^8}{10^{-18}}}\ \text{s}^{-1}=4.50\ \text{THz},\qquad \nu_s=\frac{\sqrt3}{2}\nu_b=3.90\ \text{THz},$$

or 150 and 130 cm⁻¹. By $(ST)'=S(S^2-T^2)$, the shape mode is largest where $\sinh^2\xi=1$, at $x=\pm0.88$ nm, and it vanishes at the wall centre.

These results were tested without assuming the tanh profile. The energy (1) was discretized with a step of 0.02 nm, the wall was relaxed, and the matrix of second derivatives was diagonalized. The relaxed profile differs from (7) by at most $2.3\times10^{-5}P_s$. The lowest eigenvalue is zero to rounding accuracy, and the second is 0.74998 of the bulk gap.

The third eigenvalue, at 1.0056 of the gap, belongs to the continuum, made discrete by fixing the ends at $\xi=\pm12$. The even real part of (22) must vanish there, where $T\simeq1$:

$$(2-k^2)\cos12k+3k\sin12k=0,\qquad \tan12k=-\frac{2-k^2}{3k}. \tag{29}$$

The printed level corresponds to $k^2=4\times0.00558$, or $k=0.1494$, for which both sides of the second equation are about $-4.4$. The offset from the gap is thus a finite-size effect.

A second test follows the nonlinear equation (2) in time. Two walls start with shape amplitudes $\pm0.01P_s$, and their difference is projected on $ST$. In the scaled frequency $\omega\sqrt{2\mu/\alpha}$ the result is 1.73202, in agreement with $\sqrt3=1.73205$.

## Damping, other potentials and the lattice

Uniform damping adds $-\gamma P_t$ to the right side of (2), with $\gamma>0$. For $\delta P=\phi(x)e^{-st}$ the linear equation becomes

$$L\phi=(\gamma s-\mu s^2)\phi. \tag{30}$$

The spatial modes are unchanged. In the overdamped limit, where the inertial term is negligible, $s=\lambda_L/\gamma$ for an eigenvalue $\lambda_L$ of $L$. The shape deformation then relaxes at the rate $3\alpha/(2\gamma)$ and the slowest bulk deformation at $2\alpha/\gamma$. In this limit three quarters is the ratio of the rates themselves, while a displaced wall does not relax back at all.

The zero mode and the number three quarters have different origins. For any smooth double-well energy density $V(P)$ with a static wall, differentiating $gP_0''=V'(P_0)$ gives $[-g\,d^2/dx^2+V''(P_0)]P_0'=0$. The zero mode survives. The shape eigenvalue, by contrast, depends on the whole well $V''(P_0(x))$. In scaled units the quartic potential is $(1-u^2)^2/2$. Replacing it by the sextic $(1-u^2)^2(1+u^2)/4$ leaves the scaled bulk gap at 4, but the lowest computed level above the zero mode falls to 0.414 of the gap. An observed ratio of squared frequencies different from 0.75, or of frequencies different from 0.866, therefore need not contradict the Ising character of a wall, which means that the polarization keeps to one axis and passes through zero; it may reflect a different local energy.

The zero mode in turn follows from continuous translation symmetry. A lattice breaks this symmetry and in general removes the mode. As an illustration, replace $P_x$ in (1) by the difference between nearest neighbours on a chain of spacing 1.0 nm, chosen equal to $w$ and not taken from any crystal. A wall centred on a lattice point then has its lowest eigenvalue at $-0.125$ of the bulk gap; this value is specific to the nearest-neighbour coupling. The negative sign shows that this position is unstable: the stationary wall lowers its energy by moving off the lattice point. At the spacing of 0.02 nm no such effect is resolved. The continuum result thus describes this chain when $w$ is large compared with the spacing, and it fails when $w$ equals the spacing. For so narrow a wall the lattice and its actual couplings must be kept from the start.

Finally, (8) is the leading order in the amplitude. The first neglected force is $-3\beta P_0\phi^2\cos^2\omega t$, which for the shape mode contains the frequency $2\omega_s=\sqrt3\,\omega_b$. This lies above $\omega_b$, so nonlinearity can couple a shape oscillation of finite amplitude to waves that carry energy into the domains. The undamped localized oscillation is a statement of the linear theory.

## Computed results

```
alpha = 4.000e+08 J m/C^2
beta = 1.600e+09 J m^5/C^4
g = 2.000e-10 J m^3/C^2
mu = 1.000e-18 J s^2 m/C^2
spontaneous polarization Ps = 0.5000 C/m^2
wall width parameter w = 1.0000 nm
grid step of relaxed wall = 0.020 nm
largest profile deviation from tanh / Ps = 2.26e-05
bulk gap 2 alpha = 8.0000e+08 J m/C^2
shape eigenvalue, formula = 6.0000e+08 J m/C^2
shape eigenvalue, Hessian = 5.999880e+08 J m/C^2
zero-mode eigenvalue / bulk gap = 8.1e-14
shape eigenvalue / bulk gap = 0.749985
third box eigenvalue / bulk gap = 1.005581
squared overlap, zero mode with dP/dx = 0.99999999
squared overlap, shape mode with formula = 0.99999999
bulk frequency = 4.5016 THz
shape frequency, formula = 3.8985 THz
shape frequency, Hessian = 3.8984 THz
bulk wavenumber = 150.16 cm^-1
shape wavenumber = 130.04 cm^-1
frequency ratio shape/bulk = 0.866025
shape-mode extrema at x = +/- 0.8814 nm
scaled wavenumber in scattering test k = 1.0
reflection probability = 5.6e-23
transmission amplitude = -0.800000 -0.600000 i
squared overlap, width change with shape mode = 0.956455
width-change Rayleigh quotient of H = 3.101092
initial scaled shape amplitude = 0.010
scaled shape frequency from evolution = 1.73202
scaled shape frequency, sqrt(3) = 1.73205
sextic zero mode / gap = -4.3e-14
sextic shape mode / gap = 0.41398
coarse lattice spacing = 1.00 nm
coarse-lattice lowest level / gap = -0.12468
```
